# Wave-packet Lagrangian and anomalous velocity of a Bloch electron: a program that tests the result

```python
# Result under test: a one-band wave packet of charge -e with centre r and
# gauge-invariant crystal momentum hbar*k has the Lagrangian
#   L = (hbar k - e A).rdot + hbar kdot.C(k) + e phi - W,   W = eps0 - m.B,
# (C: Berry connection, Omega = curl C, m: orbital moment), which gives
#   rdot = grad_k W / hbar - kdot x Omega,  hbar kdot = -e E - e rdot x B.
# Lattice model: h(k) = sin(kx) sx + sin(ky) sy + s (delta+2-cos kx-cos ky) sz,
# upper band, s = +1 or -1 (same energy, opposite Omega and m).
# Internal units: length a, energy hop, time hbar/hop. Then
#   F = e E a / hop (E along x),  b = e B a^2 / hbar (B along z).
import numpy as np
import sympy as sp
from scipy import constants, sparse
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import jv

e, hbar = constants.e, constants.hbar
a, hop, delta = 1e-9, 0.5 * constants.e, 0.5
efield, bfield, duration = 4e6, 4.0, 130e-15
F = e * efield * a / hop
b = e * bfield * a**2 / hbar
tau = hbar / hop
T = duration / tau
k0 = (0.5, 0.0)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])


# ---------- symbolic: Euler-Lagrange equations in three dimensions ----------
def check_euler_lagrange():
    t, hb, q = sp.symbols("t hbar e", positive=True)
    r, k = sp.symbols("x y z"), sp.symbols("kx ky kz")
    rd, kd = sp.symbols("xd yd zd"), sp.symbols("kxd kyd kzd")
    A = [sp.Function(f"A{i}")(*r, t) for i in range(3)]
    C = [sp.Function(f"C{i}")(*k) for i in range(3)]
    phi = sp.Function("phi")(*r, t)
    W = sp.Function("W")(*k, *r, t)
    L = q * phi - W + sum((hb * k[i] - q * A[i]) * rd[i] + hb * kd[i] * C[i]
                          for i in range(3))

    def ddt(f):  # L is linear in velocities, so no accelerations appear
        return sp.diff(f, t) + sum(sp.diff(f, r[i]) * rd[i]
                                   + sp.diff(f, k[i]) * kd[i] for i in range(3))

    def curl(f, x):
        return sp.Matrix([sp.diff(f[(i + 2) % 3], x[(i + 1) % 3])
                          - sp.diff(f[(i + 1) % 3], x[(i + 2) % 3])
                          for i in range(3)])
    lorentz = sp.Matrix(rd).cross(curl(A, r))
    anomalous = sp.Matrix(kd).cross(curl(C, k))
    for i in range(3):
        E_i = -sp.diff(phi, r[i]) - sp.diff(A[i], t)
        el_r = sp.diff(L, r[i]) - ddt(sp.diff(L, rd[i]))
        el_k = sp.diff(L, k[i]) - ddt(sp.diff(L, kd[i]))
        force = -q * E_i - q * lorentz[i] - sp.diff(W, r[i]) - hb * kd[i]
        veloc = hb * rd[i] - sp.diff(W, k[i]) + hb * anomalous[i]
        assert sp.expand(el_r - force) == 0
        assert sp.expand(el_k - veloc) == 0


check_euler_lagrange()

# ---------- solved form of the coupled equations (e = hbar = 1) ----------
rng = np.random.default_rng(1)
v3, om3, e3, b3 = rng.normal(size=(4, 3))
cross_with = lambda w: np.cross(np.eye(3), w).T      # matrix of u -> u x w
coupled = np.block([[np.eye(3), cross_with(om3)], [cross_with(b3), np.eye(3)]])
direct = np.linalg.solve(coupled, np.concatenate([v3, -e3]))
D3 = 1 + b3 @ om3
rdot3 = (v3 + np.cross(e3, om3) + (v3 @ om3) * b3) / D3
kdot3 = (-e3 - np.cross(v3, b3) - (e3 @ b3) * om3) / D3
assert np.allclose(direct, np.concatenate([rdot3, kdot3]), atol=1e-9)


# ---------- band quantities ----------
def dvector(kx, ky, s):
    return np.sin(kx), np.sin(ky), s * (delta + 2 - np.cos(kx) - np.cos(ky))


def geometry(kx, ky, s):
    """Upper-band energy and Berry curvature."""
    dx, dy, dz = dvector(kx, ky, s)
    energy = np.sqrt(dx**2 + dy**2 + dz**2)
    cx, cy = np.cos(kx), np.cos(ky)
    triple = dz * cx * cy - s * dx**2 * cy - s * dy**2 * cx
    return energy, -triple / (2 * energy**3)


def upper_spinor(kx, ky, s, ref):
    """Upper-band state whose overlap with the spinor ref is real, positive."""
    dx, dy, dz = dvector(kx, ky, s)
    n = np.sqrt(dx**2 + dy**2 + dz**2)
    u = np.array([(n + dz) * ref[0] + (dx - 1j * dy) * ref[1],
                  (dx + 1j * dy) * ref[0] + (n - dz) * ref[1]])
    return u / np.sqrt((abs(u)**2).sum(axis=0))


# ---------- semiclassical equations of motion ----------
def shifted_energy(kx, ky, s, b, moment):
    energy, om = geometry(kx, ky, s)
    return energy - moment * b * energy * om         # m_z B = b*energy*Omega


def rates(t, state, s, F, b, curv, moment):
    kx, ky = state.reshape(4, -1)[2:]
    h = 1e-4
    w = lambda p, q: shifted_energy(p, q, s, b, moment)
    vx = (w(kx + h, ky) - w(kx - h, ky)) / (2 * h)
    vy = (w(kx, ky + h) - w(kx, ky - h)) / (2 * h)
    om = curv * geometry(kx, ky, s)[1]
    xdot = vx / (1 + b * om)
    ydot = (vy - F * om) / (1 + b * om)
    return np.concatenate([xdot, ydot, -F - b * ydot, b * xdot])


def final_state(kx, ky, s, curv=1, moment=1):
    start = np.concatenate([0 * kx, 0 * kx, kx, ky])
    sol = solve_ivp(rates, (0, T), start, method="DOP853", rtol=1e-9,
                    atol=1e-9, args=(s, F, b, curv, moment))
    return sol.y[:, -1].reshape(4, -1)


# ---------- lattice packet and lattice Hamiltonian ----------
sites = np.arange(-80, 120)
n = len(sites)
sigma = 1 / np.sqrt(b)               # width giving least kinetic-momentum spread
qx, qy = np.meshgrid(*[2 * np.pi * np.fft.fftfreq(n)] * 2, indexing="ij")
wrap = lambda q: (q + np.pi) % (2 * np.pi) - np.pi
amplitude = np.exp(-sigma**2 * (wrap(qx - k0[0])**2 + wrap(qy - k0[1])**2))
weight = amplitude**2 / (amplitude**2).sum()


def packet(s, ref):
    u = upper_spinor(qx, qy, s, ref)
    psi = np.array([np.roll(np.fft.ifft2(amplitude * c), (80, 80), (0, 1))
                    for c in u])
    psi = np.moveaxis(psi, 0, -1).ravel()
    return psi / np.linalg.norm(psi)


def density(psi):
    return (abs(psi)**2).reshape(n, n, 2).sum(axis=-1)


def mean_position(psi):
    p = density(psi)
    return np.array([p.sum(axis=1) @ sites, p.sum(axis=0) @ sites])


def lattice_hamiltonian(s, b, F):
    one, shift = sparse.identity(n), sparse.eye(n, k=1)
    X = np.repeat(sites, n)
    Y = np.tile(sites, n)
    hop_x = sparse.diags(np.exp(-0.5j * b * Y)) @ sparse.kron(shift, one)
    hop_y = sparse.diags(np.exp(0.5j * b * X)) @ sparse.kron(one, shift)
    half = (sparse.kron(hop_x, SX / 2j - s * SZ / 2)
            + sparse.kron(hop_y, SY / 2j - s * SZ / 2)).tocsr()
    onsite = (np.repeat(F * X, 2)
              + np.tile([s * (delta + 2), -s * (delta + 2)], n * n))
    return (half + half.conj().T + sparse.diags(onsite)).tocsr()


def evolve(H, psi, t):
    """exp(-i H t) psi by a Chebyshev series."""
    radius = delta + 4.2 + F * abs(sites).max()
    G = H / radius
    z = radius * t
    coef = jv(np.arange(int(z) + 100), z)
    old, new = psi, G @ psi
    out = coef[0] * old - 2j * coef[1] * new
    for m in range(2, len(coef)):
        old, new = new, 2 * (G @ new) - old
        out += 2 * (-1j)**m * coef[m] * new
    return out


# ---------- packet centre equals the Berry connection when w is real ----------
up = np.array([1.0, 0.0])
step = 1e-4
u_mid = upper_spinor(qx, qy, 1, up)
du = (upper_spinor(qx, qy + step, 1, up)
      - upper_spinor(qx, qy - step, 1, up)) / (2 * step)
connection_y = (weight * (1j * (u_mid.conj() * du).sum(axis=0)).real).sum()
centre_y = mean_position(packet(1, up))[1]
assert abs(centre_y - connection_y) < 1e-3 and abs(connection_y) > 0.05

# ---------- kinetic term: overlap phase around a closed loop in (r, k) ----------
k_rad, r_rad, loop_sigma, n_loop = 0.2, 0.5, 40.0, 200
lx, ly = np.meshgrid(*[np.linspace(-0.3, 0.3, 101)] * 2, indexing="ij")


def loop_packet(angle):
    kx, ky = k_rad * np.cos(angle), k_rad * np.sin(angle)
    x, y = r_rad * np.sin(angle), -r_rad * np.cos(angle)
    w = np.exp(-loop_sigma**2 * ((lx - kx)**2 + (ly - ky)**2)
               - 1j * (lx * x + ly * y))
    return (w * upper_spinor(lx, ly, 1, upper_spinor(kx, ky, 1, up))).ravel()


ring = [loop_packet(2 * np.pi * j / n_loop) for j in range(n_loop)]
loop_phase = -sum(np.angle(np.vdot(ring[j], ring[(j + 1) % n_loop]))
                  for j in range(n_loop))
kdr_part = 2 * np.pi * k_rad * r_rad
gx, gw = np.polynomial.legendre.leggauss(20)
rho = 0.5 * k_rad * (gx + 1)
ang = 2 * np.pi * np.arange(40) / 40
disc = geometry(np.outer(rho, np.cos(ang)), np.outer(rho, np.sin(ang)), 1)[1]
berry_flux = (0.5 * k_rad * gw * rho) @ disc.mean(axis=1) * 2 * np.pi
assert abs(loop_phase - kdr_part - berry_flux) < 0.01 * abs(berry_flux)

# ---------- energy: the part odd in B is -m.B ----------
psi_start = {s: packet(s, upper_spinor(*k0, s, up)) for s in (1, -1)}
expect = lambda H, psi: np.vdot(psi, H @ psi).real
odd_energy = 0.5 * (expect(lattice_hamiltonian(1, b, 0), psi_start[1])
                    - expect(lattice_hamiltonian(1, -b, 0), psi_start[1]))
en_q, om_q = geometry(qx, qy, 1)
moment_energy = -(weight * b * en_q * om_q).sum()
assert abs(odd_energy - moment_energy) < 0.02 * abs(moment_energy)

# ---------- Landau-level spacing against the classical cyclotron frequency ----
chain = np.arange(-190, 191)
half = np.kron(np.eye(len(chain), k=1), SX / 2j - SZ / 2)
H_chain = (half + half.conj().T + np.kron(np.diag(np.sin(b * chain)), SY)
           + np.kron(np.diag(delta + 2 - np.cos(b * chain)), SZ))
levels = np.linalg.eigvalsh(H_chain)
levels = levels[levels > 0]
nl = 10
spacing = (8 * (levels[nl + 1] - levels[nl - 1])
           - (levels[nl + 2] - levels[nl - 2])) / 12


def cyclotron_energy(curv, moment):
    k_start = brentq(lambda k: shifted_energy(k, 0.0, 1, b, moment)
                     - levels[nl], 0.05, 1.0)

    def half_turn(t, y, *args):
        return y[3]
    half_turn.terminal, half_turn.direction = True, -1
    sol = solve_ivp(rates, (0, 5000), [0, 0, k_start, 0], method="DOP853",
                    rtol=1e-10, atol=1e-11, events=half_turn,
                    args=(1, 0.0, b, curv, moment))
    return np.pi / sol.t_events[0][0]


cyc = {c: cyclotron_energy(*c) for c in [(1, 1), (0, 1), (1, 0), (0, 0)]}
# remaining error is of second order in B; each geometric term is of first order
assert abs(cyc[1, 1] / spacing - 1) < 1e-3
assert abs(cyc[0, 1] / spacing - 1) > 2.5e-3
assert abs(cyc[1, 0] / spacing - 1) > 2.5e-3

# ---------- exact packet motion in crossed fields against the equations -------
exact, edge = {}, 0.0
for s in (1, -1):
    psi_end = evolve(lattice_hamiltonian(s, b, F), psi_start[s], T)
    assert abs(np.linalg.norm(psi_end) - 1) < 1e-6
    edge = max(edge, 1 - density(psi_end)[5:-5, 5:-5].sum())
    exact[s] = mean_position(psi_end) - mean_position(psi_start[s])
assert edge < 1e-3                   # the packet has not reached the boundary

k_spread = np.sqrt(1 / (4 * sigma**2) + b**2 * sigma**2 / 4)
node, nw = np.polynomial.hermite_e.hermegauss(9)
nw = nw / nw.sum()
KX, KY = np.meshgrid(k0[0] + k_spread * node, k0[1] + k_spread * node,
                     indexing="ij")
W2 = np.outer(nw, nw).ravel()


def averaged(s, curv=1, moment=1):
    return final_state(KX.ravel(), KY.ravel(), s, curv, moment)[:2] @ W2


theory = {s: averaged(s) for s in (1, -1)}
odd_exact = (exact[1] - exact[-1]) / 2
odd_theory = (theory[1] - theory[-1]) / 2
odd_no_curv = (averaged(1, 0, 1) - averaged(-1, 0, 1)) / 2
centre = {s: final_state(np.array([k0[0]]), np.array([k0[1]]), s)[:, 0]
          for s in (1, -1)}
odd_centre = (centre[1][:2] - centre[-1][:2]) / 2
miss = np.linalg.norm(odd_exact - odd_theory)
# remaining error: second order in the fields and the sudden start of the fields
for s in (1, -1):
    assert np.linalg.norm(exact[s] - theory[s]) < 0.4
assert miss < 0.15 * np.linalg.norm(odd_exact)
assert np.linalg.norm(odd_exact - odd_no_curv) > 4 * miss

# ---------- printed numbers ----------
nm, meV = a / 1e-9, hop / e * 1e3
en_g, om_g = geometry(0.0, 0.0, 1)
en_s, om_s = geometry(*k0, 1)
m_g = e / hbar * en_g * hop * om_g * a**2
mu_b = constants.physical_constants["Bohr magneton"][0]
vec = lambda v: f"({v[0] * nm:.3f}, {v[1] * nm:.3f}) nm"
print(f"lattice constant a = {nm:.1f} nm, hopping = {hop / e:.2f} eV")
print(f"gap at zone centre = {2 * en_g * hop / e:.3f} eV")
print(f"E along x = {efield:.1e} V/m, B along z = {bfield:.1f} T")
print(f"e E a / hopping = {F:.5f}, e B a^2 / hbar = {b:.6f}")
print(f"duration = {duration * 1e15:.1f} fs, hbar/hopping = {tau * 1e15:.4f} fs")
print("Zone centre, mass sign s=+1:")
print(f"  Berry curvature = {om_g * nm**2:.4f} nm^2")
print(f"  orbital moment = {m_g:.4e} J/T = {m_g / mu_b:.3f} Bohr magnetons")
print(f"  moment energy -m.B = {-m_g * bfield / e * 1e3:.4f} meV")
print(f"  D = 1 + e B Omega / hbar = {1 + b * om_g:.5f}")
print(f"  velocity (e/hbar) E x Omega, y part = "
      f"{-e / hbar * efield * om_g * a**2:.4e} m/s")
print(f"Start k = ({k0[0] / nm:.2f}, {k0[1] / nm:.2f}) 1/nm, s=+1:")
print(f"  band energy = {en_s * hop / e:.4f} eV, "
      f"Berry curvature = {om_s * nm**2:.4f} nm^2")
print("Packet centre for real w, y part:")
print(f"  measured on lattice = {centre_y * nm:.5f} nm, "
      f"mean Berry connection = {connection_y * nm:.5f} nm")
print("Closed loop in (r,k):")
print(f"  loop radii: k {k_rad / nm:.2f} 1/nm, r {r_rad * nm:.2f} nm")
print(f"  phase from packet overlaps = {loop_phase:.5f} rad")
print(f"  loop integral k.dr = {kdr_part:.5f} rad, "
      f"Berry flux = {berry_flux:.5f} rad, sum = {kdr_part + berry_flux:.5f} rad")
print("Packet energy, part odd in B, at start k:")
print(f"  lattice expectation = {odd_energy * meV:.5f} meV, "
      f"-m.B averaged = {moment_energy * meV:.5f} meV")
print(f"Landau levels: level {nl} at {levels[nl] * hop / e:.5f} eV")
print(f"  spacing from diagonalization = {spacing * meV:.5f} meV")
print(f"  hbar*omega_c, full equations = {cyc[1, 1] * meV:.5f} meV")
print(f"  without Berry curvature = {cyc[0, 1] * meV:.5f} meV")
print(f"  without orbital moment = {cyc[1, 0] * meV:.5f} meV")
print(f"  without both = {cyc[0, 0] * meV:.5f} meV")
print("Packet in crossed fields:")
print(f"  initial position width = {sigma * nm:.3f} nm per axis")
print(f"  kinetic momentum width = {k_spread / nm:.4f} 1/nm per axis")
print(f"  probability near lattice boundary at end = {edge:.1e}")
for s in (1, -1):
    print(f"  s={s:+d} displacement, exact propagation = {vec(exact[s])}")
    print(f"  s={s:+d} equations, averaged over width = {vec(theory[s])}")
    print(f"  s={s:+d} equations, central momentum only = {vec(centre[s])}")
print(f"  s=+1 final central k = ({centre[1][2] / nm:.4f}, "
      f"{centre[1][3] / nm:.4f}) 1/nm")
print("Geometric displacement, half the difference of s=+1 and s=-1:")
print(f"  exact propagation = {vec(odd_exact)}")
print(f"  equations, averaged over width = {vec(odd_theory)}")
print(f"  equations, central momentum only = {vec(odd_centre)}")
print(f"  averaged, Berry curvature removed = {vec(odd_no_curv)}")
print(f"  distance exact to averaged equations = {miss * nm:.4f} nm")
print("checks complete")
```

Output:

```
lattice constant a = 1.0 nm, hopping = 0.50 eV
gap at zone centre = 0.500 eV
E along x = 4.0e+06 V/m, B along z = 4.0 T
e E a / hopping = 0.00800, e B a^2 / hbar = 0.006077
duration = 130.0 fs, hbar/hopping = 1.3164 fs
Zone centre, mass sign s=+1:
  Berry curvature = -2.0000 nm^2
  orbital moment = -1.2171e-22 J/T = -13.123 Bohr magnetons
  moment energy -m.B = 3.0385 meV
  D = 1 + e B Omega / hbar = 0.98785
  velocity (e/hbar) E x Omega, y part = 1.2154e+04 m/s
Start k = (0.50, 0.00) 1/nm, s=+1:
  band energy = 0.3928 eV, Berry curvature = -0.3262 nm^2
Packet centre for real w, y part:
  measured on lattice = -0.21512 nm, mean Berry connection = -0.21512 nm
Closed loop in (r,k):
  loop radii: k 0.20 1/nm, r 0.50 nm
  phase from packet overlaps = 0.42089 rad
  loop integral k.dr = 0.62832 rad, Berry flux = -0.20755 rad, sum = 0.42077 rad
Packet energy, part odd in B, at start k:
  lattice expectation = 0.78050 meV, -m.B averaged = 0.78100 meV
Landau levels: level 10 at 0.33390 eV
  spacing from diagonalization = 6.75703 meV
  hbar*omega_c, full equations = 6.75626 meV
  without Berry curvature = 6.72795 meV
  without orbital moment = 6.81393 meV
  without both = 6.78586 meV
Packet in crossed fields:
  initial position width = 12.828 nm per axis
  kinetic momentum width = 0.0551 1/nm per axis
  probability near lattice boundary at end = 3.8e-10
  s=+1 displacement, exact propagation = (3.529, 29.264) nm
  s=+1 equations, averaged over width = (3.523, 29.260) nm
  s=+1 equations, central momentum only = (3.127, 29.904) nm
  s=-1 displacement, exact propagation = (3.767, 28.984) nm
  s=-1 equations, averaged over width = (3.763, 28.986) nm
  s=-1 equations, central momentum only = (3.347, 29.649) nm
  s=+1 final central k = (-0.4717, 0.0190) 1/nm
Geometric displacement, half the difference of s=+1 and s=-1:
  exact propagation = (-0.119, 0.140) nm
  equations, averaged over width = (-0.120, 0.137) nm
  equations, central momentum only = (-0.110, 0.127) nm
  averaged, Berry curvature removed = (0.371, -0.614) nm
  distance exact to averaged equations = 0.0032 nm
checks complete
```
